# The Zeeman effect of a $\Gamma_8$ quartet in cubic symmetry, part 2

An ion with ground multiplet $J=5/2$ sits on a site of cubic symmetry, with $x,y,z$ along the fourfold axes. Atomic units are used, so $\mu_B=1/2$. The Zeeman operator is $H_Z=\mu_B\,\mathbf B\cdot\mathbf M$ with $\mathbf M=\mathbf L+g_s\mathbf s$, and inside the multiplet $\mathbf M=g_J\mathbf J$. The crystal field, built from $C=J_x^4+J_y^4+J_z^4$, has a quartet of eigenstates

$$|a_\pm\rangle=\sqrt{\tfrac56}\,|{\pm\tfrac52}\rangle+\sqrt{\tfrac16}\,|{\mp\tfrac32}\rangle,\quad |{\pm\tfrac12}\rangle ,$$

in which $J_z$ is diagonal with values $\pm\tfrac{11}6$ and $\pm\tfrac12$. The ladder operators are $J_\pm=J_x\pm iJ_y$, with $J_+|m\rangle=\sqrt{u_m}\,|m+1\rangle$ and $u_m=J(J+1)-m(m+1)$.

To first order in the field, the quartet is described by a fictitious spin $3/2$, $\tilde{\mathbf S}$, with states $|\tilde m\rangle$, through Bleaney's Hamiltonian

$$H=\mu_B\left[g\,\mathbf B\cdot\tilde{\mathbf S}+f\left(B_x\tilde S_x^3+B_y\tilde S_y^3+B_z\tilde S_z^3\right)\right].\tag{1}$$

The diagonal elements of $M_z$ for $\tilde m=\tfrac32,\tfrac12$ are called $P,Q$.

The first derivation used the rotations $R$ of the cubic group $O$, by $\theta$ about $\mathbf n$. With $U(R)=\exp(-i\theta\,\mathbf n\cdot\mathbf J)$,

$$U(R)\,M_j\,U(R)^\dagger=\sum_iM_i\,R_{ij}.\tag{3}$$

Here $R_{ij}=\epsilon_j\,\delta_{i,\pi(j)}$, with $\epsilon_j=\pm1$ and $\pi$ a permutation. A $\Gamma_8$ quartet is a level with the character of spin $3/2$; on it $U(R)$ acts as $D(R)=\exp(-i\theta\,\mathbf n\cdot\tilde{\mathbf S})$. Triples obeying (3) with $D$ for $U$ are called covariant. The "second count" showed that they form a two-dimensional space, spanned by $\tilde S_i$ and $\tilde S_i^3$. The group $T_d$ consists of the twelve rotations of $T$ and of $IR$, with $I$ the inversion, for the other twelve $R$ in $O$: $C_4$ (by $\pi/2$ about cube axes) and $C_2'$ (by $\pi$ about face diagonals). For the $J=5/2$ quartet the result was

$$g=\frac{23}{18}\,g_J,\qquad f=-\frac{10}9\,g_J .\tag{4}$$

The second derivation, which begins here, uses no characters and no rotation matrices. It computes $\mathbf J$ among the four states and looks for spin-$3/2$ operators directly.

**The projected $\mathbf J$.** Label the states by two two-valued indices,

$$|{+}\uparrow\rangle=|a_+\rangle,\quad|{+}\downarrow\rangle=|a_-\rangle,\quad|{-}\uparrow\rangle=|\tfrac12\rangle,\quad|{-}\downarrow\rangle=|{-\tfrac12}\rangle ,$$

and let Pauli matrices $\tau_x,\tau_y,\tau_z$ act on the first index and $\sigma_x,\sigma_y,\sigma_z$ on the second. Every $\tau$ commutes with every $\sigma$. The values $\pm\tfrac{11}6$ for $\tau_z=+1$ and $\pm\tfrac12$ for $\tau_z=-1$ have mean $\tfrac76$ and half-difference $\tfrac23$, so the projected $J_z$ is $\sigma_z(\tfrac76+\tfrac23\tau_z)$. The raising operator acts as follows.

On $|a_+\rangle$ it annihilates $|\tfrac52\rangle$ and gives $\sqrt{\tfrac16}\sqrt8\,|{-\tfrac12}\rangle=\tfrac2{\sqrt3}|{-}\downarrow\rangle$.

On $|a_-\rangle$ it gives $\sqrt{\tfrac56}\sqrt5\,|{-\tfrac32}\rangle+\sqrt{\tfrac16}\sqrt5\,|\tfrac52\rangle$, whose overlap with $|a_+\rangle$ is $\tfrac56+\tfrac56=\tfrac53$.

On $|{-\tfrac12}\rangle$ it gives $3|\tfrac12\rangle$.

On $|\tfrac12\rangle$ it gives $\sqrt8\,|\tfrac32\rangle$, whose overlap with $|a_-\rangle$ is $\sqrt{8/6}=\tfrac2{\sqrt3}$.

With $\sigma_+=|{\uparrow}\rangle\langle{\downarrow}|$, $\sigma_-=\sigma_+^\dagger$, the second and third lines raise $\sigma$ and keep $\tau_z$, with amplitudes $\tfrac53$ and $3$, that is $\tfrac73-\tfrac23\tau_z$. The first and fourth lower $\sigma$ and flip $\tau_z$ with amplitude $\tfrac2{\sqrt3}$. So the projections are

$$J_+\to\sigma_+\left(\tfrac73-\tfrac23\tau_z\right)+\sigma_-\tfrac2{\sqrt3}\tau_x,\qquad J_-\to\sigma_-\left(\tfrac73-\tfrac23\tau_z\right)+\sigma_+\tfrac2{\sqrt3}\tau_x .$$

Using $\sigma_++\sigma_-=\sigma_x$ and $\sigma_+-\sigma_-=i\sigma_y$,

$$J_x\to\sigma_x\left(\tfrac76-\tfrac13\tau_z+\tfrac1{\sqrt3}\tau_x\right),\qquad J_y\to\sigma_y\left(\tfrac76-\tfrac13\tau_z-\tfrac1{\sqrt3}\tau_x\right).$$

Define $\tau_k=\mathbf u_k\cdot\boldsymbol\tau$ for three unit vectors at $120^\circ$ in the $xz$ plane of $\tau$ space,

$$\tau_1=-\tfrac12\tau_z+\tfrac{\sqrt3}2\tau_x,\qquad\tau_2=-\tfrac12\tau_z-\tfrac{\sqrt3}2\tau_x,\qquad\tau_3=\tau_z ,$$

and let the index $i=1,2,3$ stand for $x,y,z$ on $M$, $\sigma$ and $\tilde S$. Since $\tfrac23\cdot\tfrac12=\tfrac13$ and $\tfrac23\cdot\tfrac{\sqrt3}2=\tfrac1{\sqrt3}$, all three components have one form:

$$M_i=\sigma_i\,(a+b\,\tau_i),\qquad a=\tfrac76\,g_J,\quad b=\tfrac23\,g_J .\tag{5}$$

The rule $(\mathbf u\cdot\boldsymbol\tau)(\mathbf v\cdot\boldsymbol\tau)=\mathbf u\cdot\mathbf v+i(\mathbf u\times\mathbf v)\cdot\boldsymbol\tau$ gives the algebra of the $\tau_k$. The scalar products are $\mathbf u_i\cdot\mathbf u_j=-\tfrac12$ for $i\neq j$. The cross product has only a $y$ component, $u_{1z}u_{2x}-u_{1x}u_{2z}=\tfrac{\sqrt3}4+\tfrac{\sqrt3}4=\tfrac{\sqrt3}2$, and the same value for the pairs $(2,3)$ and $(3,1)$. Hence

$$\tau_i^2=1,\qquad\tau_1+\tau_2+\tau_3=0,\qquad\{\tau_i,\tau_j\}=-1\ (i\ne j),\qquad[\tau_1,\tau_2]=[\tau_2,\tau_3]=[\tau_3,\tau_1]=i\sqrt3\,\tau_y .\tag{6}$$

**Spin operators of the same form.** Try $s_i=\sigma_iA_i$ with $A_i=\alpha+\beta\tau_i$ and real $\alpha,\beta$, and demand $[s_1,s_2]=is_3$. Because $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$,

$$[s_1,s_2]=i\sigma_z\,(A_1A_2+A_2A_1)=i\sigma_z\left[2\alpha^2+2\alpha\beta(\tau_1+\tau_2)+\beta^2\{\tau_1,\tau_2\}\right]=i\sigma_z\left[2\alpha^2-\beta^2-2\alpha\beta\,\tau_3\right].$$

Setting the bracket equal to $\alpha+\beta\tau_3$ gives $\beta(1+2\alpha)=0$ and $2\alpha^2-\alpha-\beta^2=0$. The relations (6) are cyclic, so the other two commutators give the same conditions. If $\beta=0$ then $\alpha=0$, or $\alpha=\tfrac12$, which is two copies of spin $1/2$. Otherwise $\alpha=-\tfrac12$ and $\beta^2=\tfrac12+\tfrac12=1$. There are two solutions of this kind,

$$\tilde S_i=-\sigma_i\left(\tfrac12+\tau_i\right),\qquad\tilde S_i'=-\sigma_i\left(\tfrac12-\tau_i\right).\tag{7}$$

For either, $\sum_i(\tfrac12\pm\tau_i)^2=\sum_i(\tfrac54\pm\tau_i)=\tfrac{15}4=\tfrac32\cdot\tfrac52$, so each is a spin $3/2$ on the four states.

**The cubes.** Since $\sigma_i^3=\sigma_i$ and $\tau_i^2=1$,

$$\left(\tfrac12+\tau_i\right)^3=\tfrac18+\tfrac34\tau_i+\tfrac32+\tau_i=\tfrac{13}8+\tfrac74\tau_i,\qquad\tilde S_i^3=-\sigma_i\left(\tfrac{13}8+\tfrac74\tau_i\right).$$

Therefore $g\tilde S_i+f\tilde S_i^3=\sigma_i(a+b\tau_i)$ with

$$a=-\left(\tfrac12g+\tfrac{13}8f\right),\qquad b=-\left(g+\tfrac74f\right).\tag{8}$$

From (8), $b-2a=-\tfrac74f+\tfrac{13}4f=\tfrac32f$ and $g=-b-\tfrac74f=-b-\tfrac76(b-2a)$, so

$$f=\tfrac23\,(b-2a),\qquad g=\tfrac16\,(14a-13b).\tag{9}$$

The product form (5) and Bleaney's form (1) are thus the same two-parameter family. For $a=\tfrac76$, $b=\tfrac23$ in units of $g_J$,

$$f=\tfrac23\left(\tfrac23-\tfrac73\right)=-\tfrac{10}9,\qquad g=\tfrac16\left(\tfrac{49}3-\tfrac{26}3\right)=\tfrac{23}{18},$$

in agreement with (4). With the second spin $\tilde{\mathbf S}'$ the sign of $\tau_i$ is reversed throughout, so (9) holds with $b\to-b$:

$$f'=\tfrac23\left(-\tfrac23-\tfrac73\right)g_J=-2\,g_J,\qquad g'=\tfrac16\left(\tfrac{49}3+\tfrac{26}3\right)g_J=\tfrac{25}6\,g_J .\tag{10}$$

Both pairs describe the same three matrices $M_i$ exactly.

**The standard basis with its phases.** From (7), with $\sigma_x\pm i\sigma_y=2\sigma_\pm$,

$$\tilde S_+=\tilde S_x+i\tilde S_y=-(1-\tau_z)\,\sigma_+-\sqrt3\,\tau_x\,\sigma_- .$$

It acts as $|{+}\uparrow\rangle\to-\sqrt3|{-}\downarrow\rangle$, $|{-}\downarrow\rangle\to-2|{-}\uparrow\rangle$, $|{-}\uparrow\rangle\to-\sqrt3|{+}\downarrow\rangle$, $|{+}\downarrow\rangle\to0$. The standard matrix has the positive elements $\sqrt3,2,\sqrt3$, which requires alternating signs along the ladder:

$$|\tilde{\tfrac32}\rangle=|a_-\rangle,\qquad|\tilde{\tfrac12}\rangle=-|\tfrac12\rangle,\qquad|{-\tilde{\tfrac12}}\rangle=|{-\tfrac12}\rangle,\qquad|{-\tilde{\tfrac32}}\rangle=-|a_+\rangle .$$

In this basis the projected $J_x$ has $\langle\tilde{\tfrac32}|J_x|\tilde{\tfrac12}\rangle=-\tfrac1{\sqrt3}$, $\langle\tilde{\tfrac12}|J_x|{-\tilde{\tfrac12}}\rangle=-\tfrac32$ and $\langle\tilde{\tfrac32}|J_x|{-\tilde{\tfrac32}}\rangle=-\tfrac56$, each being half the corresponding $J_\pm$ amplitude times the product of the two signs. The last element connects $\tilde m=\pm\tfrac32$, three steps apart, which $\tilde S_x$ cannot do. The operator $\tilde S_x^3$ does it with amplitude $\tfrac18\sqrt3\cdot2\cdot\sqrt3=\tfrac34$, so $f=\tfrac43\cdot(-\tfrac56)\,g_J=-\tfrac{10}9g_J$ can be read from this one element. On $|{+}\downarrow\rangle$ and $|{-}\uparrow\rangle$ the form (5) gives

$$P=-(a+b),\qquad Q=a-b .\tag{11}$$

## What each derivation assumes

The first derivation assumes an isolated level with the character of $\Gamma_8$, exact $O$, $T_d$ or $O_h$ symmetry, first order in the field, and a moment operator that is an axial vector. It proves that (1) is complete for every such level, whether it comes from a pure multiplet, from a mixture of multiplets, from covalent orbitals or from a vibronic problem of cubic symmetry. In the vibronic case the electronic $U(R)$ alone does not commute with the Hamiltonian and must be multiplied by the operator that rotates the nuclear coordinates; that factor commutes with $\mathbf M$, so (3) is unchanged, and the character of the level is taken under the combined operator. It needs the wave functions only for two diagonal elements, and it needs no phases. It fixes the fictitious spin by a convention, namely that the cubic rotations be generated by $\tilde{\mathbf S}$, and it yields one pair $(g,f)$ without displaying any other.

The second derivation assumes the four explicit states of a pure $J=5/2$ multiplet and $\mathbf M=g_J\mathbf J$, again to first order in the field. It uses symmetry only through the operator $C$ that produced the states. It establishes (1) for this one quartet, including all off-diagonal elements and phases, but it says nothing about other quartets: the product form appears there as an outcome of arithmetic. It finds two fictitious spins and contains no principle for choosing between them. It also searches only among operators of the product form.

The two routes close each other's gaps. By the second count the covariant triples form a two-dimensional space. The triples $M_i$ and $M_i^3=\sigma_i[(a^3+3ab^2)+(3a^2b+b^3)\tau_i]$ are both covariant. They are independent when the determinant $a(3a^2b+b^3)-b(a^3+3ab^2)=2ab(a^2-b^2)$ is nonzero, as it is for $a=\tfrac76$, $b=\tfrac23$. They then span the space, so every covariant triple has the product form and the search in the second derivation missed no covariant spin. The spin of the first derivation is therefore one of the two in (7), and the fourfold rotation decides which. On $|a_+\rangle$ one has $\tilde S_z=-\tfrac32$, which agrees with $m=\tfrac52$ modulo 4, while $\tilde S'_z=+\tfrac12$ differs from it by 2 and gives the opposite sign for $e^{-i\pi m/2}$. The unprimed spin is the one that generates the rotations. Conversely, the step from (8) to (9) uses only the algebra of (7), so every $\Gamma_8$ quartet has the product form with its own $a$ and $b$.

The origin of the second spin is a symmetry of $\Gamma_8$ itself. The matrix $\tau_y$ anticommutes with $\tau_x$ and $\tau_z$, so $\tilde S'_i=\tau_y\tilde S_i\tau_y$. In terms of the spin,

$$\tau_y=\frac1{\sqrt3}\{Q_{xy},\tilde S_z\},\qquad Q_{xy}=\tilde S_x\tilde S_y+\tilde S_y\tilde S_x=\frac{\tilde S_+^2-\tilde S_-^2}{2i}.$$

To see this, note that $\langle\tilde{\tfrac32}|\tilde S_+^2|{-\tilde{\tfrac12}}\rangle=\langle\tilde{\tfrac12}|\tilde S_+^2|{-\tilde{\tfrac32}}\rangle=2\sqrt3$, so $Q_{xy}$ has $-i\sqrt3$ in both places. The anticommutator multiplies an element by the sum of the two $\tilde m$, which is $+1$ and $-1$. After division by $\sqrt3$ the elements are $-i$ and $+i$, and in the product basis these are $\langle{+}\downarrow|\cdot|{-}\downarrow\rangle=-i$ and $\langle{-}\uparrow|\cdot|{+}\uparrow\rangle=+i$, the elements of $\tau_y$. The anticommutator is proportional to the sum $\Sigma$ of all six orderings of $\tilde S_x\tilde S_y\tilde S_z$. Four of the orderings make up $\{Q_{xy},\tilde S_z\}$. The other two are $\tilde S_x\tilde S_z\tilde S_y+\tilde S_y\tilde S_z\tilde S_x$. Moving $\tilde S_z$ to the right with $[\tilde S_z,\tilde S_y]=-i\tilde S_x$, $[\tilde S_z,\tilde S_x]=i\tilde S_y$ gives $Q_{xy}\tilde S_z-i(\tilde S_x^2-\tilde S_y^2)$. This expression is Hermitian, so it equals the mean of itself and its adjoint, $\tfrac12\{Q_{xy},\tilde S_z\}$. Thus $\Sigma=\tfrac32\{Q_{xy},\tilde S_z\}$. A signed permutation multiplies $\Sigma$ by $\epsilon_1\epsilon_2\epsilon_3$, and $\det R=\epsilon_1\epsilon_2\epsilon_3\operatorname{sgn}\pi=1$ makes this $\operatorname{sgn}\pi$. The function $\chi_2(R)=\operatorname{sgn}\pi$, equal to $+1$ on $T$ and $-1$ on $C_4$ and $C_2'$, is the one-dimensional representation $\Gamma_2$. From $D\tau_yD^\dagger=\chi_2\tau_y$ and $\tau_y^2=1$ follows

$$\tau_y\,D(R)\,\tau_y=\chi_2(R)\,D(R).$$

The primed spin generates $\chi_2(R)D(R)$, which differs from $D(R)$ by a sign that cancels in (3). For a general quartet, $b\to-b$ in (11) is $(P,Q)\to(-Q,-P)$, and inserting (8) in $g'=\tfrac16(14a+13b)$ and $f'=-\tfrac23(b+2a)$ gives

$$g'=\tfrac16\left(-20g-\tfrac{91}2f\right)=-\frac{40g+91f}{12},\qquad f'=\tfrac23\left(2g+5f\right)=\frac{4g+10f}3 .$$

The primed labelling has a natural place. In $T_d$ the operations outside $T$ are $IR$, and on states of odd parity, such as those of one f electron, they act as $-U(R)$, which is $\chi_2(R)D(R)$. If the fictitious spin is required to reproduce the $T_d$ operators as they would act on a pure spin, which has even parity, the result is $\tilde{\mathbf S}'$ and the constants are (10). A quoted pair $(g,f)$ has a meaning only together with its labelling.

The second derivation has confirmed the constants in (4) and found a second fictitious spin, whose different pair $(g',f')$ describes the same moment matrices. What remains is to find the levels for any direction of the field, to see where the form (1) or its constants fail, and to test them in a worked example.
